\section*{Localized Vibration of a Light Mass in a Harmonic Chain}

\section{Result and model}

Take an infinite chain of equal masses $M$ joined by equal nearest-neighbour springs $K$, and replace the mass at site $0$ by $M'$ without changing any spring. If $0<M'<M$, the chain has one localized vibration. Its frequency $\omega_L$ and displacements $u_n$ are
\begin{align}
\omega_L^2&=\frac{4KM}{M'(2M-M')}=\frac{\omega_m^2}{1-\varepsilon^2},
\label{eq:result}\\
u_n&=u_0(-t)^{|n|},\qquad t=\frac{M'}{2M-M'},
\label{eq:shape}
\end{align}
where $\omega_m=2\sqrt{K/M}$ is the highest frequency of the unperturbed chain and $\varepsilon=1-M'/M$ is the relative mass deficit. If $M'\ge M$, there is no localized vibration.

The displacements are along the chain, and the potential energy is harmonic,
\begin{equation}
V=\frac K2\sum_n (u_{n+1}-u_n)^2 .
\label{eq:potential}
\end{equation}
Atomic units are used in the algebra, so $\hbar=1$ and a vibrational quantum of frequency $\omega$ has energy $\omega$. A mode is called localized if $\sum_n u_n^2$ is finite. The mass ratio is written $\mu=M'/M=1-\varepsilon$.

For a normal mode every displacement varies as $\cos\omega t'$, with $t'$ the time, and each acceleration is $-\omega^2$ times the displacement. The force on site $n$ is $-\partial V/\partial u_n=-K(2u_n-u_{n-1}-u_{n+1})$. Newton's equation therefore reads
\begin{equation}
m_n\omega^2u_n=K(2u_n-u_{n-1}-u_{n+1}),
\label{eq:newton}
\end{equation}
with $m_0=M'$ and $m_n=M$ for $n\ne0$.

\section{Where a localized mode can lie}

In the unperturbed chain a wave $u_n=e^{iqn}$, with phase $q$ per site, turns Eq.~\eqref{eq:newton} into $M\omega^2=K(2-2\cos q)$. Since $1-\cos q=2\sin^2(q/2)$,
\begin{equation}
\omega_q^2=\frac{4K}{M}\sin^2\frac q2=\omega_m^2\sin^2\frac q2 .
\label{eq:band}
\end{equation}
The host frequencies fill the band $0\le\omega\le\omega_m$.

With the impurity present, the host equation still holds at every site $n\ne0$. It is a linear recurrence with constant coefficients, so we try $u_n\propto z^n$ and divide by $z^n$:
\begin{equation}
z+\frac1z=2-\frac{M\omega^2}{K}.
\label{eq:recurrence}
\end{equation}
The two roots have product $1$. There are three ranges to examine.

\begin{enumerate}
\item For $0<\omega<\omega_m$ the right side lies between $-2$ and $2$, and the roots are $e^{\pm iq}$. Their combinations oscillate without decay. At the band edges the roots coincide at $z=1$ or $z=-1$, and the general solution is $(A+Bn)z^n$, which does not decay either.
\item For $\omega^2<0$ there is no normalizable solution. Multiplying Eq.~\eqref{eq:newton} by $u_n$ and summing over all sites gives
\begin{equation}
\omega^2\sum_n m_nu_n^2=K\sum_n(u_{n+1}-u_n)^2\ge0 ,
\label{eq:positive}
\end{equation}
because $\sum_n u_n(2u_n-u_{n-1}-u_{n+1})=\sum_n(u_{n+1}-u_n)^2$ once the summation index is shifted.
\item For $\omega>\omega_m$ the right side of Eq.~\eqref{eq:recurrence} is below $-2$. Both roots are real and negative, and one has modulus below $1$. We call it $z=-t$, with $0<t<1$.
\end{enumerate}

A localized mode must therefore lie above the band. On the right, the equations for $n\ge1$ connect the whole sequence $u_0,u_1,u_2,\dots$, so decay requires $u_n=u_0(-t)^n$. The same argument on the left gives $u_{-n}=u_0(-t)^n$. Together these are the form in Eq.~\eqref{eq:shape}, with $t$ still to be found.

If $u_0=0$, all displacements vanish. A localized mode thus has a moving impurity and satisfies $u_{-n}=u_n$. The modes with $u_{-n}=-u_n$ keep the impurity at rest, do not contain $M'$, and remain extended.

\section{Frequency from the impurity equation}

Two equations determine the two unknowns $t$ and $\omega$. Putting $z=-t$ into Eq.~\eqref{eq:recurrence} gives
\begin{equation}
M\omega^2=K\left(2+t+\frac1t\right)=\frac{K(1+t)^2}{t}.
\label{eq:host}
\end{equation}
At the impurity, $u_1=u_{-1}=-tu_0$. Equation~\eqref{eq:newton} becomes $M'\omega^2u_0=K(2u_0+2tu_0)$, or
\begin{equation}
M'\omega^2=2K(1+t).
\label{eq:impurity}
\end{equation}
Dividing Eq.~\eqref{eq:impurity} by Eq.~\eqref{eq:host} removes both $K$ and $\omega$:
\begin{equation}
\mu=\frac{2t}{1+t}.
\label{eq:muoft}
\end{equation}
As $t$ runs from $0$ to $1$, the right side rises steadily from $0$ to $1$, since its derivative is $2/(1+t)^2>0$. Each $\mu$ between $0$ and $1$ therefore gives one admissible $t$, and $\mu\ge1$ gives none. This proves existence, uniqueness and the condition $M'<M$.

Multiplying Eq.~\eqref{eq:muoft} by $1+t$ gives $\mu=t(2-\mu)$, so
\begin{equation}
t=\frac{\mu}{2-\mu}=\frac{M'}{2M-M'},\qquad 1+t=\frac{2}{2-\mu}.
\label{eq:t}
\end{equation}
Inserting $1+t$ into Eq.~\eqref{eq:impurity},
\begin{equation}
\omega_L^2=\frac{4K}{M'(2-\mu)}=\frac{4KM}{M'(2M-M')}
=\frac{\omega_m^2}{\mu(2-\mu)} .
\label{eq:frequency}
\end{equation}
Finally $\mu(2-\mu)=(1-\varepsilon)(1+\varepsilon)=1-\varepsilon^2$, which gives the second form in Eq.~\eqref{eq:result}.

\section{The mass deficit as a source}

A second derivation shows why the sign of $\varepsilon$ matters, although Eq.~\eqref{eq:result} contains its square. Write $M$ at every site and move the difference to the right side:
\begin{equation}
M\omega^2u_n-K(2u_n-u_{n-1}-u_{n+1})
=\varepsilon M\omega^2u_0\,\delta_{n0}.
\label{eq:source}
\end{equation}
At $n=0$ this is Eq.~\eqref{eq:newton} with $(M-M')\omega^2u_0$ added to both sides. Now expand
\[
u_n=\frac1{2\pi}\int_{-\pi}^{\pi}U(q)e^{iqn}\,dq,\qquad
\delta_{n0}=\frac1{2\pi}\int_{-\pi}^{\pi}e^{iqn}\,dq .
\]
Equation~\eqref{eq:source} becomes $(\omega^2-\omega_q^2)U(q)=\varepsilon\omega^2u_0$. Solving for $U(q)$, setting $n=0$ in the expansion and dividing by $u_0\ne0$ gives
\begin{equation}
1=\varepsilon\omega^2G(\omega),\qquad
G(\omega)=\frac1{2\pi}\int_{-\pi}^{\pi}
\frac{dq}{\omega^2-\omega_m^2\sin^2(q/2)} .
\label{eq:green}
\end{equation}

For $\omega>\omega_m$ substitute $x=\tan(q/2)$, so that $dq=2\,dx/(1+x^2)$ and $\sin^2(q/2)=x^2/(1+x^2)$. Then
\begin{equation}
G=\frac1{\pi}\int_{-\infty}^{\infty}
\frac{dx}{\omega^2+(\omega^2-\omega_m^2)x^2}
=\frac{1}{\omega\sqrt{\omega^2-\omega_m^2}},
\label{eq:gvalue}
\end{equation}
where $\int_{-\infty}^{\infty}dx/(A+Bx^2)=\pi/\sqrt{AB}$ was used for positive $A$ and $B$. The condition in Eq.~\eqref{eq:green} is now
\begin{equation}
\sqrt{\omega^2-\omega_m^2}=\varepsilon\,\omega .
\label{eq:unsquared}
\end{equation}
The left side is positive, so $\varepsilon$ must be positive. Squaring gives $\omega^2(1-\varepsilon^2)=\omega_m^2$, in agreement with Eq.~\eqref{eq:result}.

For $M<M'<2M$ the squared equation still has a root above the band, but Eq.~\eqref{eq:unsquared} rejects it. Equation~\eqref{eq:t} shows the same thing in real space: there $t>1$, and the displacements would grow away from the impurity. The frequency formula must therefore be used together with its condition $M'<M$.

\section{Kinetic share and isotope shift}

All sites move in phase or in antiphase, so at every instant the kinetic energy of site $n$ is proportional to $m_nu_n^2$. The impurity's share is
\begin{equation}
s=\frac{M'u_0^2}{\sum_nm_nu_n^2}
=\frac{\mu}{\mu+2\sum_{n=1}^{\infty}t^{2n}}
=\frac{\mu}{\mu+2t^2/(1-t^2)} .
\label{eq:share1}
\end{equation}
With $\mu=2t/(1+t)$ from Eq.~\eqref{eq:muoft}, the denominator is
\[
\frac{2t}{1+t}+\frac{2t^2}{(1+t)(1-t)}
=\frac{2t}{1+t}\left(1+\frac{t}{1-t}\right)
=\frac{\mu}{1-t},
\]
and hence
\begin{equation}
s=1-t=\frac{2\varepsilon}{1+\varepsilon}.
\label{eq:share}
\end{equation}

This share governs the isotope shift. From Eq.~\eqref{eq:frequency},
\[
\ln\omega_L=\tfrac12\ln(4KM)-\tfrac12\ln M'-\tfrac12\ln(2M-M').
\]
Differentiating at fixed $K$ and $M$ and multiplying by $M'$,
\begin{equation}
\frac{d\ln\omega_L}{d\ln M'}
=-\frac12+\frac12\,\frac{M'}{2M-M'}
=-\frac{1-t}{2}=-\frac s2 .
\label{eq:isotope}
\end{equation}
An impurity that carried all the kinetic energy would follow the law $\omega\propto M'^{-1/2}$, with logarithmic slope $-1/2$. The host atoms carry the fraction $t$, and their masses do not change when the impurity isotope is exchanged. The slope is reduced accordingly.

A frequency measured for two isotopes thus carries information about localization. In this model it also tests the assumption of unchanged springs, because $\omega_L/\omega_m$ and the isotope slope both depend on $\mu$ alone.

\section{Limiting cases}

\subsection{Very light impurity}

Equation~\eqref{eq:frequency} can be written as
\begin{equation}
\omega_L^2=\frac{2K}{M'}\,\frac{1}{1-\mu/2}
=\frac{2K}{M'}\left(1+\frac\mu2+\dots\right).
\label{eq:light}
\end{equation}
As $\mu\to0$, $t\to0$ and the neighbours stand still. The impurity then oscillates between two fixed walls with stiffness $2K$. At finite $\mu$ the neighbours move against the impurity and stretch the springs further. Equation~\eqref{eq:impurity} expresses this as an effective stiffness $2K(1+t)$, so the fixed-neighbour estimate $\sqrt{2K/M'}$ lies below $\omega_L$.

\subsection{Small mass deficit}

For $\varepsilon\ll1$, Eq.~\eqref{eq:result} gives
\begin{equation}
\omega_L=\omega_m(1-\varepsilon^2)^{-1/2}
\simeq\omega_m\left(1+\frac{\varepsilon^2}{2}\right).
\label{eq:weak}
\end{equation}
Since $t=(1-\varepsilon)/(1+\varepsilon)$, we have $\ln(1/t)\simeq2\varepsilon$. The amplitude $t^{|n|}=e^{-|n|/\ell}$ has the decay length
\begin{equation}
\ell=\frac1{\ln(1/t)}\simeq\frac1{2\varepsilon}
\label{eq:length}
\end{equation}
in lattice spacings. The mode separates from the band in second order in $\varepsilon$, while its extent grows as $1/\varepsilon$. By Eq.~\eqref{eq:share} the impurity's kinetic share falls as $2\varepsilon$, so the isotope slope also tends to zero.

Any positive $\varepsilon$ suffices here. The reason is visible in Eq.~\eqref{eq:gvalue}: $G$ diverges as $\omega$ approaches $\omega_m$ from above, so $\varepsilon\omega^2G$ reaches $1$ however small $\varepsilon$ is. This divergence was derived for the infinite chain, and the absence of a threshold should not be carried over to a three-dimensional crystal without calculating its own $G$.

\section{A numerical example}

Choose the round model parameters $K=8\ \mathrm{eV/\text{\AA}^2}$, $M=30$ u and $M'=10$ u, where u is the atomic mass unit. They do not represent a particular material. Converting $K$ to hartree per square bohr and $M$ to electron masses, evaluating $2\sqrt{K/M}$ and converting the energy back gives a band top of $0.0668$ eV.

The mass ratio is $\mu=1/3$, so Eqs.~\eqref{eq:t} and \eqref{eq:frequency} give
\[
t=\frac{1/3}{5/3}=0.2,\qquad
\frac{\omega_L^2}{\omega_m^2}=\frac{1}{(1/3)(5/3)}=1.8 .
\]
The local-mode quantum is
\[
\omega_L=\sqrt{1.8}\times0.0668\ \mathrm{eV}=0.0896\ \mathrm{eV},
\]
or about $723\ \mathrm{cm^{-1}}$. It lies 34\% above the band top.

The relative displacements at sites $0,1,2,3$ are $1$, $-0.2$, $0.04$ and $-0.008$. The decay length is $0.62$ lattice spacings. In units of $\mathrm{u}\,u_0^2$, the impurity contributes $10$ to $\sum_nm_nu_n^2$, and the two nearest neighbours together contribute $2\times30\times0.2^2=2.4$. The full sum is $10/(1-t)=12.5$, which gives the impurity a share of $10/12.5=0.8$.

With fixed neighbours the energy would be $0.0896/\sqrt{1.2}=0.0818$ eV, about 9\% below the local-mode energy. The factor $1.2=1+t$ is the stiffening by the antiphase motion of the neighbours.

Now replace the impurity by an isotope of $11$ u. Then $\mu=11/30$ and
\[
\omega_L=0.0668\ \mathrm{eV}\times
\left[\frac{11}{30}\cdot\frac{49}{30}\right]^{-1/2}
=0.0863\ \mathrm{eV}.
\]
The energy falls by $0.0033$ eV, whereas the law $M'^{-1/2}$, applied to the first isotope's energy, predicts a fall of $0.0042$ eV. The ratio of the unrounded shifts is $0.792$.

This is close to the share $s=0.8$ but not equal to it, because Eq.~\eqref{eq:isotope} describes an infinitesimal change of mass. Over a finite step two corrections enter. The share $s=1-t$ decreases as $M'$ grows, which lowers the ratio. The ratio also compares differences of frequency instead of differences of their logarithms, which raises it. Here the first correction is the larger.

\section{Use in spectroscopy and conditions of validity}

In the harmonic model the local mode is an independent oscillator with level spacing $\omega_L$. Suppose that the impurity carries an effective charge $e^*$ and the host atoms carry none. A uniform electric field $F$ along the chain then adds the energy $-e^*u_0F$. Since $u_0\ne0$ in the local mode, the field drives it and can be absorbed at $\omega_L$, above the host band.

The frequency formula applies to a single impurity in a chain of otherwise equal masses and equal springs. It also assumes that the forces are harmonic, that no forces act besides the nearest-neighbour springs, and that the impurity leaves these springs unchanged. If the two springs at the impurity change, the equations at sites $-1$, $0$ and $1$ all change, and $\omega_L/\omega_m$ is no longer fixed by $\mu$ alone. A measured frequency that departs from Eq.~\eqref{eq:result} therefore does not by itself show which assumption has failed. The chain shows the mechanism by which a light mass can vibrate above the host band, with an amplitude that decays away from it. Whether a real crystal has such a mode, and at what frequency, must be calculated from its own structure, masses and force constants.
